# Pseudo-Transient Continuation for SCF and the Capture of Saddle Points

## Two converged answers from one start

Two self-consistent-field iterations for the same two-site model start from the same densities. Both use a linearized implicit step whose length grows as the residual falls. The first brings the residual norm below $10^{-10}$ in 7 updates and ends at an energy of $1.0000\,t$, where $t$ is the hopping energy. The second needs 12 updates and ends at $-0.3333\,t$. The only difference between them is an upper limit on the step, which acts in four of the twelve updates.

The faster run has solved the equations: its final point is a fixed point of the SCF map. That point is, however, a saddle of the energy, and simple mixing with a small parameter moves away from it as soon as the densities have a small error along the unstable direction. The growing step has turned a repelling point into an attracting one.

## Mixing as a time step

Let $x$ be the vector of density variables, $F(x)$ the output of one SCF cycle, and $R(x)=F(x)-x$ the residual. Linear mixing is

$$x_{n+1}=x_n+\alpha R(x_n),$$

which is forward Euler with step $\alpha$ for the flow $dx/d\tau=R(x)$. The pseudo-time $\tau$ is dimensionless and is not physical time. Backward Euler evaluates the residual at the new point, $x_{n+1}=x_n+hR(x_{n+1})$. With $\delta=x_{n+1}-x_n$ and $R(x_{n+1})\approx R(x_n)+R'(x_n)\delta$, this becomes $\delta=hR+hR'\delta$. Dividing by $h$ and collecting $\delta$ gives

$$\left(\frac1h-R'(x_n)\right)\delta=R(x_n). \tag{1}$$

For small $h$ the solution is $\delta=hR+h^2R'R+O(h^3)$, which is mixing to first order. For $h\to\infty$ it is $\delta=-(R')^{-1}R$, Newton's step. Pseudo-transient continuation starts near the first limit and moves to the second.

The exact flow advances by $hR+\tfrac12h^2R'R+O(h^3)$, because $d^2x/d\tau^2=R'R$. Forward Euler misses the second term and (1) counts it twice, so the local errors are $\mp\tfrac12h^2R'R$. Over a fixed time there are of order $1/h$ steps, and the accumulated error is of order $h$. In the example, halving the step divides the error by 1.995 for mixing and by 2.000 for (1).

Both methods therefore follow the flow when the step is small. Newton's method does not: it looks for a zero of $R$, whether or not the flow would go there.

## The spectrum at a fixed point

Assume a mean-field energy, a gap, and fixed aufbau occupations. Let $x$ contain the independent number-conserving density changes, and let $v$ be the potential conjugate to them. A change of density alters the potential by $K\,dx$, with $K$ symmetric because it is a second derivative of the interaction energy. The independent electrons respond with $\chi_0K\,dx$. Hence at a fixed point

$$J\equiv R'(x_*)=\chi_0K-1 .$$

Write $A=-\chi_0$. This matrix is symmetric. It is positive because the ground-state energy of independent electrons is concave in the potential, and we assume that it has no zero eigenvalue on the changes retained.

Let $G(x)$ be the lowest independent-electron energy at density $x$, without the interaction. At the density produced by $v$, stationarity gives $G'=-v$. Differentiating with respect to $v$ gives $G''\chi_0=-1$, so $G''=A^{-1}$. The Hessian of the total energy is therefore $H=A^{-1}+K$, and

$$J=-AK-1=-A\,(K+A^{-1})=-AH .$$

The similar matrix $A^{-1/2}JA^{1/2}=-A^{1/2}HA^{1/2}$ is symmetric. Thus $J$ is diagonalizable with real eigenvalues $\lambda$. Since a congruence preserves the signs of the eigenvalues, the number of positive $\lambda$ equals the number of negative curvatures of the energy. A saddle of the energy is a saddle of the flow.

## Error multipliers and the critical step

Let $x_n=x_*+e$ with $e$ small, and let $J$ be invertible. To leading order $R(x_n)=Je$ and $R'(x_n)=J$. For an error along an eigenvector with eigenvalue $\lambda$, (1) gives

$$\delta=\frac{\lambda}{1/h-\lambda}\,e=\frac{h\lambda}{1-h\lambda}\,e,
\qquad
e+\delta=\frac{1-h\lambda+h\lambda}{1-h\lambda}\,e=\frac{e}{1-h\lambda}. \tag{2}$$

Mixing multiplies the same error by $1+\alpha\lambda$.

To cover residuals that do not derive from an energy, let $\lambda$ be complex. Then

$$|1+\alpha\lambda|^2=1+2\alpha\,\mathrm{Re}\,\lambda+\alpha^2|\lambda|^2,\qquad
|1-h\lambda|^2=1-2h\,\mathrm{Re}\,\lambda+h^2|\lambda|^2 .$$

If $\mathrm{Re}\,\lambda>0$, the first expression exceeds one for every $\alpha>0$, so mixing amplifies the mode. The implicit step contracts it when the second expression exceeds one, that is, when $h|\lambda|^2>2\,\mathrm{Re}\,\lambda$. If $\mathrm{Re}\,\lambda\le0$ and $\lambda\neq0$, the implicit step contracts for every $h>0$. A fixed point with unstable modes is thus linearly attracting for the implicit step when

$$h>h_c=\max_{\mathrm{Re}\,\lambda>0}\frac{2\,\mathrm{Re}\,\lambda}{|\lambda|^2}, \tag{3}$$

and repelling in at least one mode when $h<h_c$. At equality the linear analysis does not decide. For a matrix with the unstable pair $0.5\pm2i$, (3) gives $1/4.25=0.23529$, equal to the numerical crossing of the spectral radius through one.

For real spectra $h_c=2/\lambda_{\min}^+$, where $\lambda_{\min}^+$ is the smallest positive eigenvalue: the weakest instability is the last to be suppressed. A single real unstable mode passes through three regimes:

- For $0<h\lambda<1$ the error grows on its own side of the saddle, as in the flow.
- For $1<h\lambda<2$ it grows but changes sign at each step.
- For $h\lambda>2$ it shrinks, still changing sign.

At $h\lambda=1$ the matrix in (1) is singular at the saddle.

The flow itself multiplies the error by $e^{h\lambda}$. The factor $1/(1-h\lambda)$ approximates this for small $h\lambda$ and tends to zero for large $h\lambda$. Capture is therefore an error of the time discretization. The damping that makes backward Euler safe for stiff decaying modes also acts on modes that ought to grow.

## A step that grows with convergence

Switched evolution relaxation sets the step by the residual:

$$h_n=h_0\frac{\|R_0\|}{\|R_n\|}=\frac{s}{\|R_n\|},\qquad s=h_0\|R_0\| . \tag{4}$$

While $hR'$ is small, $\|\delta\|\approx h\|R\|=s$, so $s$ is roughly the distance moved per step.

Suppose the iterate is in the linear region of a saddle with symmetric $J$. Since $R=Je$, each eigencomponent of $R$ is also multiplied by $1/(1-h\lambda)$. If

$$\|R_n\|<\tfrac12\,s\,\lambda_{\min}^+, \tag{5}$$

then $h_n>2/\lambda_{\min}^+$ and every component shrinks. The eigenvectors are orthogonal, so $\|R\|$ falls too, (4) makes the next $h$ larger, and (5) continues to hold. The iterate is captured. Condition (5) is sufficient, and it is sharp for an error along the eigenvector of $\lambda_{\min}^+$: just outside the bound $h\lambda$ is just below 2 and the error grows. Both statements were tested on a linear problem with two unstable modes. If $J$ is not symmetric, its eigenvectors need not be orthogonal, and $\|R\|$ can rise while every mode shrinks; (5) in the Euclidean norm is then not sufficient. This is the usual case for $J=-AH$, which is symmetric only when $A$ and $H$ commute, as they do at the saddle of the two-site model. The argument carries over unchanged if (4) and (5) are written with the norm $\|A^{-1/2}R\|$, in which the iteration matrix is symmetric.

The residual cannot tell a saddle from a minimum. An iterate that approaches a saddle along its stable directions has a falling residual, and (4) answers by lengthening the step. A smaller $s$ lowers the bound (5) in proportion but does not remove it. Which distant starts reach that bound depends also on the approach, so the set of captured starts need not scale in the same way.

A prescribed schedule $h_n=h_0\gamma^n$ with $\gamma>1$ has the same defect. For one unstable mode with $h_0\lambda<2$, growth is possible only while $h_n<2/\lambda$, which is about $\ln[2/(h_0\lambda)]/\ln\gamma$ steps. Provided no step meets $h_n\lambda=1$, the total amplification is the finite product of $1/|1-h_n\lambda|$ over those steps. If this product does not carry the initial error out of the linear region, the later factors, which tend to zero, bring it to the saddle.

## The two-site model

The half-filled two-site Hubbard model has one electron of each spin, hopping $t$ and on-site repulsion $U$. Let $x_\sigma$ be the occupation of site 1 minus that of site 2 for spin $\sigma$. In unrestricted mean field each spin feels the density of the other, so the site potentials differ by $D=Ux_{-\sigma}$. Apart from a constant, the Hamiltonian has diagonal elements $\pm D/2$ and off-diagonal elements $-t$. Its lower level is $\varepsilon=-\sqrt{D^2/4+t^2}$. The derivative of $\varepsilon$ with respect to $D/2$ is the occupation difference:

$$x_\sigma^{\rm out}=-\frac{D/2}{\sqrt{D^2/4+t^2}}=-g(x_{-\sigma}),\qquad
g(x)=\frac{qx}{\sqrt{1+q^2x^2}},\quad q=\frac{U}{2t}.$$

Differentiation gives $g'(x)=q(1+q^2x^2)^{-3/2}$, and therefore

$$R=\begin{pmatrix}-g(x_\downarrow)-x_\uparrow\\-g(x_\uparrow)-x_\downarrow\end{pmatrix},\qquad
R'=-\begin{pmatrix}1&g'(x_\downarrow)\\g'(x_\uparrow)&1\end{pmatrix}.$$

The eigenvalues of $R'$ are $-1\pm\sqrt{g'(x_\uparrow)g'(x_\downarrow)}$. Let $c=(x_\uparrow+x_\downarrow)/2$ be the charge part and $m=(x_\uparrow-x_\downarrow)/2$ the magnetic part. At $x=0$ the magnetic direction $(1,-1)$ has $\lambda=q-1$ and the charge direction $(1,1)$ has $\lambda=-(q+1)$.

A fixed point obeys $x_\uparrow=g(g(x_\uparrow))$, since $g$ is odd. Because $g$ increases, $g(x)>x$ would imply $g(g(x))>g(x)>x$, and likewise with the signs reversed. Hence $g(x_\uparrow)=x_\uparrow$ and $x_\downarrow=-x_\uparrow$. Besides zero this requires $1+q^2x_\uparrow^2=q^2$, so for $q>1$ there are two magnetic solutions $m=\pm m_*$ with $m_*=\sqrt{1-1/q^2}$. There $g'=1/q^2$ and the eigenvalues are $-1\pm1/q^2$, both negative.

The mean-field energy is

$$E=-t\left(\sqrt{1-x_\uparrow^2}+\sqrt{1-x_\downarrow^2}\right)+\frac U2(1+x_\uparrow x_\downarrow).$$

Its Hessian at zero has diagonal elements $t$ and off-diagonal elements $U/2$, hence eigenvalues $t-U/2$ (magnetic) and $t+U/2$ (charge). This is $J=-AH$ with $A=1/t$.

Take $U=6t$, so $q=3$. The nonmagnetic point has curvatures $-2t$ and $4t$, eigenvalues $2$ and $-4$, and energy $-2t+3t=t$. The magnetic solutions have $m_*=0.9428$, eigenvalues $-0.889$ and $-1.111$, and energy $-2t/3+3t/9=-t/3$. These energies omit correlation.

The critical step is $h_c=2/(q-1)=1$, and the measured value is 1.00000. At $h=0.75$ the magnetic multiplier is $1/(1-1.5)=-2$; at $h=1.25$ it is $1/(1-2.5)=-0.667$. As $q\to1^+$ the instability weakens and $h_c\to\infty$. For $q<1$ there is no saddle, and the nonmagnetic point is stable. For large $q$ the critical step tends to zero.

Mixing escapes at a price. Its charge multiplier is $1-4\alpha$, so $\alpha$ must stay below $0.5$ to damp charge oscillations near the saddle; at $\alpha=0.6$ the multiplier is $-1.4$. With $\alpha=0.2$ the magnetic error grows by 1.4 per update. Near the magnetic solution the slow mode then shrinks by $1-0.2\times0.889=0.822$ per update, so ten decades cost $10\ln10/0.196\approx118$ updates. The whole run takes 131, which includes the escape. This count depends strongly on $\alpha$: from the same start $\alpha=0.4$ needs 61 updates and $\alpha=0.55$ needs 45. Even $\alpha=0.6$ converges, in 48, because the magnetic mode leaves the saddle faster than the charge oscillation grows, whereas $\alpha=0.7$ does not converge.

## How the unguarded run is captured

The start is $x_\uparrow=0.51$, $x_\downarrow=0.49$, that is $c=0.5$ and $m=0.01$, with $s=0.5$. The initial residual norm is 1.88, so $h_0=0.5/1.88=0.27$. Two updates reduce $c$ to 0.077 while $m$ only doubles. The residual is now 0.429, below the value $s\lambda/2=0.5$ of (5), and the step is 1.167, above $h_c$. This does not yet guarantee capture, because a residual of this size lies outside the linear region that (5) assumes: on the line $c=0$, starts are captured only up to $m\approx0.116$, where $\|R\|\approx0.30$.

In the next update $m$ nevertheless goes from 0.0194 to $-0.0262$, a factor of $-1.35$. Equation (2) with the local eigenvalue 1.763 would give $1/(1-2.057)=-0.95$. The charge part, which is still moving, explains the difference. Take half the difference of the two rows of (1), keep first order in $m$ and $\delta m$, and evaluate $g'$ and $g''$ at $c$:

$$\left(\frac1h+1-g'\right)\delta m-g''\,m\,\delta c=(g'-1)\,m .$$

The term with $g''$ arises because the two off-diagonal elements of $R'$ differ by $2mg''$. With $\mu=g'-1$ this gives $(1/h-\mu)\,\delta m=(\mu+g''\delta c)\,m$, and so

$$\frac{m+\delta m}{m}=\frac{1/h+g''\delta c}{1/h-\mu}. \tag{6}$$

Here $1/h=0.857$, $\mu=1.775$, $g''=-5.48$ and $\delta c=-0.0662$. The ratio is $(0.857+0.363)/(0.857-1.775)=-1.33$, close to the observed $-1.35$. Thus (3) describes the neighbourhood of the saddle, and during the approach the coupling to decaying modes can still add growth.

It adds too little here. The following steps are 5.24 and 53.8. For the latter, (2) gives $1/(1-107.7)=-0.0094$, and the run shows $-0.0095$. For large $h$ the factor is about $-1/(h\lambda)=-\|R\|/(s\lambda)$, proportional to the error itself, so convergence to the saddle is quadratic. A fast final phase says nothing about stability.

## A limit that keeps the saddle repelling

Let $\lambda_{\max}$ be the largest eigenvalue of $R'(x_n)$. While it is positive, use

$$h_n=\min\left(\frac{s}{\|R_n\|},\ \frac{\theta}{\lambda_{\max}}\right),\qquad 0<\theta<1, \tag{7}$$

and otherwise use (4). Close to a saddle with real spectrum the second entry is the smaller, because $\|R\|\to0$. Every unstable mode then has $0<h\lambda\le\theta<1$, so its multiplier is greater than one and positive. The fastest mode grows by $1/(1-\theta)$ per step, a factor of 2 for $\theta=0.5$, while the stable modes contract.

The eigenvalue need not be accurate. With an estimate $\tilde\lambda$ in (7), the fastest mode has $h\lambda_{\max}=\theta\lambda_{\max}/\tilde\lambda$. It keeps its side if $\tilde\lambda>\theta\lambda_{\max}$, and it is damped only if $\tilde\lambda<\theta\lambda_{\max}/2$. For $\theta=0.5$ these bounds are one half and one quarter of the true value. At $\tilde\lambda=\theta\lambda_{\max}$ the matrix in (1) is singular, and estimates near that value give very long steps that can leave the physical range $|x_\sigma|\le1$. An overestimate is therefore the safe side.

In the guarded run the limit acts at $n=2$ to $5$; at $n=2$ it gives $h=0.5/1.763=0.284$ instead of 1.167. The magnetic part then runs through 0.019, 0.041, 0.085, 0.179 and 0.461, with ratios from 2.05 to 2.6. Meanwhile the residual rises from 0.229 to 0.494. A rule that halved the step until the residual fell would have forbidden these steps; it stalls near $m=0.06$ with $\|R\|\approx0.20$. At $n=6$ the largest eigenvalue is $-0.396$, and the limit is lifted.

## The final rate

On the line $c=0$ the problem is scalar, with $r(m)=g(m)-m$ and $\|R\|=\sqrt2\,|r|$. Put $m=m_*+e$ and $\kappa=1-1/q^2$. Then $r=-\kappa e+\tfrac12g''e^2$ and $r'=-\kappa+g''e$ up to higher orders, and (4) gives $1/h=\sqrt2\,\kappa|e|/s$ to leading order. The new error is

$$e+\frac{r}{1/h-r'}=\frac{e/h-er'+r}{1/h-r'}
\approx\frac{e/h+\kappa e-g''e^2-\kappa e+\tfrac12g''e^2}{\kappa}
=\frac{\sqrt2}{s}|e|e-\frac{g''}{2\kappa}e^2 .$$

With $g''(m_*)=-3q^3m_*/q^5=-3m_*/q^2$ this becomes

$$e_{n+1}\approx\frac{\sqrt2}{s}|e_n|e_n+\frac{3m_*}{2(q^2-1)}\,e_n^2 . \tag{8}$$

The first term comes from the finite time step and vanishes for $s\to\infty$; the second is Newton's own error. For $e>0$ the constant is $2.828+0.177=3.005$, and a small displacement gives 3.004. In the run the solution is approached from below, where the terms partly cancel: $-2.828+0.177=-2.65$. At $n=10$ the error is $-5.64\times10^{-4}$, so (8) predicts $-8.4\times10^{-7}$. The next residual, $1.06\times10^{-6}$, divided by $\sqrt2\times0.889$, gives the same size.

## What the limit does not guarantee

Of 200 random starts in the square $|x_\sigma|<1$, the unguarded rule sent 11 to the saddle and 189 to a magnetic solution. The guarded rule sent all 200 to a magnetic solution. This is evidence for one model and one choice of $s$ and $\theta$, not a proof of global convergence.

A repelling saddle still attracts points on its stable manifold. Here that includes the line $m=0$, which the iteration preserves in exact arithmetic. The largest eigenvalue should therefore be computed at the end as well. If it is positive, the density is displaced along the corresponding eigenvector and the iteration restarted with the limit (7) in force. Under (4) alone with the same $s$, a displacement small enough to lie in the linear region has a residual below the bound (5) and is captured again; in the model this happens for $|m|$ up to about 0.116.

This inspection sees only the variables that are allowed to change. If $x_\uparrow=x_\downarrow$ is imposed, the residual is $-g(c)-c$, its slope at zero is $-(q+1)=-4$, and the saddle looks stable. Nor does a negative spectrum identify the lowest minimum; it shows a local one. Finally, if an eigenvalue is zero, the linear multipliers are one for every step, and higher orders decide. The numerical output below lists both runs step by step.

## Computed results

```
t = 1.0, U = 6.0 (units of t); q = 3.0 (no unit)
s = 0.5, theta = 0.5, alpha = 0.2 (no unit)
start x_up, x_down = 0.51, 0.49 (no unit)
saddle eigenvalues: magnetic 2.0000, charge -4.0000
energy Hessian at saddle: -2.0000, 4.0000 t
magnetic solution m* = 0.942809 (no unit)
its eigenvalues: -1.1111, -0.8889
energies: saddle 1.0000 t, magnetic -0.3333 t
flow error ratio on halving the step: mixing 1.995, implicit 2.000
mixing multipliers, alpha 0.2: m 1.400, c 0.200
mixing charge multiplier, alpha 0.6: -1.400
implicit multipliers, h 0.25: m 2.0000, c 0.5000
implicit multipliers, h 0.75: m -2.0000, c 0.2500
implicit multipliers, h 1.25: m -0.6667, c 0.1667
implicit multipliers, h 5.00: m -0.1111, c 0.0476
measured critical step at saddle: 1.00000 (no unit)
complex pair 0.5 +- 2i: critical step 0.23529 (no unit)
model capture bound s*lam/2 on |R|: 0.500 (no unit)
quadratic constant: measured 3.0043, formula 3.0052
growing run: n, h, c, m, |R|, largest eigenvalue (no units)
 0 2.654e-01 +5.00e-01 +0.010000 1.88e+00 -0.488
 1 4.189e-01 +2.48e-01 +0.010115 1.19e+00 +0.551
 2 1.167e+00 +7.70e-02 +0.019444 4.29e-01 +1.763
 3 5.238e+00 +1.08e-02 -0.026207 9.55e-02 +1.968
 4 5.383e+01 +3.29e-04 +0.003218 9.29e-03 +2.000
 5 5.743e+03 +1.45e-06 -0.000031 8.71e-05 +2.000
 6 6.616e+07 +6.32e-11 +0.000000 7.56e-09 +2.000
 7 1.302e+16 -1.00e-17 -0.000000 3.84e-17 +2.000
guarded run: n, h, c, m, |R|, largest eigenvalue (no units)
 0 2.654e-01 +5.00e-01 +0.010000 1.88e+00 -0.488
 1 4.189e-01 +2.48e-01 +0.010115 1.19e+00 +0.551
 2 2.836e-01 +7.70e-02 +0.019444 4.29e-01 +1.763
 3 2.655e-01 +3.60e-02 +0.041468 2.29e-01 +1.883
 4 2.908e-01 +1.82e-02 +0.085023 2.47e-01 +1.719
 5 4.774e-01 +1.01e-02 +0.179375 4.18e-01 +1.047
 6 1.011e+00 +8.40e-03 +0.460708 4.94e-01 -0.396
 7 1.833e+00 +5.32e-03 +0.713158 2.73e-01 -0.772
 8 4.849e+00 +1.98e-03 +0.859451 1.03e-01 -0.858
 9 2.678e+01 +3.46e-04 +0.927925 1.87e-02 -0.884
10 7.051e+02 +1.26e-05 +0.942245 7.09e-04 -0.889
11 4.721e+05 +1.81e-08 +0.942808 1.06e-06 -0.889
12 2.113e+11 +3.89e-14 +0.942809 2.37e-12 -0.889
updates to |R| < 1e-10: mixing 131, growing 7, guarded 12
growing, 200 random starts: saddle 11, magnetic 189, unconverged 0
guarded, 200 random starts: saddle 0, magnetic 200, unconverged 0
```
